# Potential step of a charge dipole at a silica/hafnia boundary: a program that tests the result

```python
"""Potential step of a charge dipole at a silica/hafnia boundary.

Result under test: step = (sigma/eps0) * (d1/k1 + d2/k2), where
  sigma   placed charge per area: -sigma in silica, +sigma in hafnia
  d1, d2  distances of the sheets from the boundary at z = 0
  k1, k2  relative permittivities of silica (z < 0) and hafnia (z > 0)
The step is the potential in hafnia minus that in silica.
Internal units: volt, nanometre, elementary charge.
The formula is compared with a Poisson solution of a whole gate stack
and with a direct sum over a lattice of point charges.
"""
import numpy as np
from scipy import constants as const

E_OVER_EPS0 = const.e / const.epsilon_0 * 1e9      # V nm
density_cm2 = 5e13
sigma = density_cm2 * 1e-14                        # charges per nm^2
d1 = d2 = 0.1
k1, k2 = 3.9, 20.0
t1, t2 = 1.0, 2.0                                  # layer thicknesses, nm


def step_formula(dist1, dist2, perm1, perm2):
    return sigma * E_OVER_EPS0 * (dist1 / perm1 + dist2 / perm2)


# ---- Poisson equation for silicon | silica | hafnia | gate ----
cells = 600
z = np.linspace(-t1, t2, cells + 1)
dz = z[1] - z[0]
z_mid = 0.5 * (z[1:] + z[:-1])
k_sharp = np.where(z_mid < 0, k1, k2)


def smeared_sheet(centre, width):
    weight = np.exp(-0.5 * ((z - centre) / width) ** 2)
    return weight / weight.sum()


def solve_stack(k_cells, charge, gate_voltage):
    """Potential with silicon at 0 V; charge is per area on each node."""
    c = k_cells / dz
    matrix = (np.diag(c[:-1] + c[1:]) - np.diag(c[1:-1], 1)
              - np.diag(c[1:-1], -1))
    rhs = charge[1:-1] * E_OVER_EPS0
    rhs[-1] += c[-1] * gate_voltage
    inner = np.linalg.solve(matrix, rhs)
    return np.concatenate(([0.0], inner, [gate_voltage]))


def flat_band(k_cells, charge):
    """Gate voltage that leaves no field at the silicon surface."""
    slope0 = solve_stack(k_cells, charge, 0.0)[1]
    slope1 = solve_stack(k_cells, charge, 1.0)[1]
    return -slope0 / (slope1 - slope0)


step = step_formula(d1, d2, k1, k2)
smear = 0.015
negative = -sigma * smeared_sheet(-d1, smear)
positive = sigma * smeared_sheet(d2, smear)
v_flat = flat_band(k_sharp, negative + positive)
assert abs(v_flat - step) < 1e-6
assert abs(step - 0.28) < 0.005

# unequal distances, so that each distance meets its own permittivity
shift = 0.05
v_unequal = flat_band(k_sharp, -sigma * smeared_sheet(-d1 - shift, 0.005)
                      + sigma * smeared_sheet(d2 - shift, 0.005))
step_more_silica = step_formula(d1 + shift, d2 - shift, k1, k2)
step_less_silica = step_formula(d1 - shift, d2 + shift, k1, k2)
assert abs(v_unequal - step_more_silica) < 1e-6

# fields and total (placed plus polarization) charges from the solution
phi = solve_stack(k_sharp, negative + positive, v_flat)
field = -np.diff(phi) / dz
field_silica = field[np.argmin(abs(z_mid + 0.0225))]
field_hafnia = field[np.argmin(abs(z_mid - 0.0225))]
assert abs(field_silica + sigma * E_OVER_EPS0 / k1) < 1e-5
assert abs(field_hafnia + sigma * E_OVER_EPS0 / k2) < 1e-5
assert abs(field[0]) < 1e-8 and abs(field[-1]) < 1e-8
total_silica = (field_silica - field[0]) / E_OVER_EPS0
total_boundary = (field_hafnia - field_silica) / E_OVER_EPS0
total_hafnia = (field[-1] - field_hafnia) / E_OVER_EPS0
assert abs(total_boundary - sigma * (1 / k1 - 1 / k2)) < 1e-6
moment_step = E_OVER_EPS0 * (total_hafnia * d2 - total_silica * d1)
assert abs(moment_step - v_flat) < 1e-5

# field in silica outside the pair when the gate is not moved
equivalent_thickness = t1 + t2 * k1 / k2
phi_short = solve_stack(k_sharp, negative + positive, 0.0)
field_short = -(phi_short[1] - phi_short[0]) / dz
assert abs(field_short - step / equivalent_thickness) < 1e-6

# one per cent excess of positive charge
excess = 0.01
v_excess = flat_band(k_sharp, negative + (1 + excess) * positive)
shift_excess = v_excess - v_flat
shift_rule = -excess * sigma * E_OVER_EPS0 * (t2 - d2) / k2
assert abs(shift_excess - shift_rule) < 1e-6

# permittivity graded linearly between the sheets
k_graded = np.interp(z_mid, [-d1, d2], [k1, k2])
thin = sigma * (smeared_sheet(d2, 5e-4) - smeared_sheet(-d1, 5e-4))
v_graded = flat_band(k_graded, thin)
step_graded = (sigma * E_OVER_EPS0 * (d1 + d2)
               * np.log(k2 / k1) / (k2 - k1))
# midpoint permittivities on the finite mesh cost a few parts in 10^4
assert abs(v_graded / step_graded - 1) < 1e-3

# ---- discrete charges: square lattice of facing pairs ----
spacing = 1 / np.sqrt(sigma)


def pair_potential(x, y, height, perm):
    """Pair seen from the medium perm: charges +-1/perm at +-d1."""
    rho2 = x * x + y * y
    return E_OVER_EPS0 / (4 * np.pi * perm) * (
        1 / np.sqrt(rho2 + (height - d1) ** 2)
        - 1 / np.sqrt(rho2 + (height + d1) ** 2))


# boundary conditions at z = 0, by one-sided differences
tiny = 1e-5
for x_test in (0.05, 0.3, 1.0):
    below = [pair_potential(x_test, 0.0, s, k1) for s in (-tiny, 0.0)]
    above = [pair_potential(x_test, 0.0, s, k2) for s in (0.0, tiny)]
    assert abs(below[1] - above[0]) < 1e-10
    d_below = k1 * (below[1] - below[0]) / tiny
    d_above = k2 * (above[1] - above[0]) / tiny
    assert abs(d_below / d_above - 1) < 1e-5

sites = np.arange(-600, 601) * spacing


def lattice_potential(x, y, height):
    perm = k1 if height < 0 else k2
    return pair_potential(sites[:, None] - x, sites[None, :] - y,
                          height, perm).sum()


step_lattice = lattice_potential(0, 0, 3.0) - lattice_potential(0, 0, -3.0)
# the finite patch loses about 0.9 * height / half-width = 0.3 per cent
assert abs(step_lattice / step - 1) < 5e-3


def ripple(depth):
    middle = spacing / 2
    return abs(lattice_potential(0, 0, -depth)
               - lattice_potential(middle, middle, -depth))


ripple_1, ripple_15 = ripple(1.0), ripple(1.5)
decay = np.exp(-2 * np.pi * 0.5 / spacing)
# shorter lattice waves still add about one per cent at 1 nm
assert abs(ripple_15 / ripple_1 / decay - 1) < 0.02

# ---- other estimates of the neglected effects ----
k1_el, k2_el = 2.1, 4.0                            # rough values
step_electronic = step_formula(d1, d2, k1_el, k2_el)
step_bare = step_formula(d1, d2, 1.0, 1.0)
thermal = const.k * 300 / const.e
breakdown, gap = 10.0, 9.0                         # rough, MV/cm and eV
part_silica = step_formula(d1, 0.0, k1, k2)
part_hafnia = step_formula(0.0, d2, k1, k2)
hartree_ev = const.physical_constants["Hartree energy in eV"][0]

print(f"sheet density: {density_cm2:.1e} cm^-2")
print(f"sheet charge: {density_cm2 * const.e * 1e6:.3f} uC/cm2")
print(f"distances d1, d2: {d1:.2f}, {d2:.2f} nm")
print(f"permittivities silica, hafnia: {k1:.1f}, {k2:.1f}")
print(f"thicknesses silica, hafnia: {t1:.1f}, {t2:.1f} nm")
print(f"e/eps0: {E_OVER_EPS0:.4f} V nm")
print(f"sigma/eps0: {sigma * E_OVER_EPS0:.4f} V/nm")
print(f"part of step in silica: {part_silica:.4f} V")
print(f"part of step in hafnia: {part_hafnia:.4f} V")
print(f"share in silica: {100 * part_silica / step:.1f} %")
print(f"STEP from formula: {step:.4f} V")
print(f"electron energy step: {step / hartree_ev:.5f} hartree")
print(f"flat-band shift, Poisson solution: {v_flat:.4f} V")
print(f"field in silica part: {10 * field_silica:.2f} MV/cm")
print(f"field in hafnia part: {10 * field_hafnia:.2f} MV/cm")
print(f"total charge, silica sheet: {total_silica * 1e14:.3e} e/cm2")
print(f"total charge, boundary: {total_boundary * 1e14:.3e} e/cm2")
print(f"total charge, hafnia sheet: {total_hafnia * 1e14:.3e} e/cm2")
print(f"step from total dipole moment: {moment_step:.4f} V")
print(f"silica-equivalent thickness: {equivalent_thickness:.3f} nm")
print(f"silica field, gate not moved: {10 * field_short:.2f} MV/cm")
print(f"lattice spacing of charges: {spacing:.3f} nm")
print(f"far step from lattice sum: {step_lattice:.4f} V")
print(f"ripple 1.0 nm from boundary: {1e3 * ripple_1:.1f} mV")
print(f"ripple 1.5 nm from boundary: {1e3 * ripple_15:.2f} mV")
print(f"thermal voltage at 300 K: {1e3 * thermal:.1f} mV")
print(f"rough electronic permittivities: {k1_el:.1f}, {k2_el:.1f}")
print(f"step, electronic screening only: {step_electronic:.3f} V")
print(f"step, no screening: {step_bare:.3f} V")
print(f"step, graded permittivity: {step_graded:.3f} V")
print(f"boundary displacement tried: {shift:.2f} nm")
print(f"step, boundary toward hafnia: {step_more_silica:.3f} V")
print(f"step, boundary toward silica: {step_less_silica:.3f} V")
print(f"flat-band shift, 1% excess +: {1e3 * shift_excess:.2f} mV")
print(f"rough silica breakdown field: {breakdown:.0f} MV/cm")
print(f"local field / breakdown: {abs(10 * field_silica) / breakdown:.2f}")
print(f"energy gain in silica / rough gap: {part_silica / gap:.3f}")
print(f"rough silica gap: {gap:.0f} eV")
print("OK")
```

Running it gives:

```
sheet density: 5.0e+13 cm^-2
sheet charge: 8.011 uC/cm2
distances d1, d2: 0.10, 0.10 nm
permittivities silica, hafnia: 3.9, 20.0
thicknesses silica, hafnia: 1.0, 2.0 nm
e/eps0: 18.0951 V nm
sigma/eps0: 9.0476 V/nm
part of step in silica: 0.2320 V
part of step in hafnia: 0.0452 V
share in silica: 83.7 %
STEP from formula: 0.2772 V
electron energy step: 0.01019 hartree
flat-band shift, Poisson solution: 0.2772 V
field in silica part: -23.20 MV/cm
field in hafnia part: -4.52 MV/cm
total charge, silica sheet: -1.282e+13 e/cm2
total charge, boundary: 1.032e+13 e/cm2
total charge, hafnia sheet: 2.500e+12 e/cm2
step from total dipole moment: 0.2772 V
silica-equivalent thickness: 1.390 nm
silica field, gate not moved: 1.99 MV/cm
lattice spacing of charges: 1.414 nm
far step from lattice sum: 0.2763 V
ripple 1.0 nm from boundary: 22.8 mV
ripple 1.5 nm from boundary: 2.45 mV
thermal voltage at 300 K: 25.9 mV
rough electronic permittivities: 2.1, 4.0
step, electronic screening only: 0.657 V
step, no screening: 1.810 V
step, graded permittivity: 0.184 V
boundary displacement tried: 0.05 nm
step, boundary toward hafnia: 0.371 V
step, boundary toward silica: 0.184 V
flat-band shift, 1% excess +: -8.60 mV
rough silica breakdown field: 10 MV/cm
local field / breakdown: 2.32
energy gain in silica / rough gap: 0.026
rough silica gap: 9 eV
OK
```
